# Body Effect: Threshold Rise from Reverse Source-Body Bias

## Problem

An n-channel MOSFET has a p-type silicon body uniformly doped with $N_A=10^{17}\ \mathrm{cm^{-3}}$ and a gate oxide of thickness $t_{ox}=5$ nm. The channel is long and the drain is held close to the source potential. The temperature is 300 K. The body is biased a voltage $V_{SB}=2$ V below the source.

Threshold is the gate voltage at which the electron density at the silicon surface equals $N_A$.

(a) Show that the bias raises the threshold, measured from gate to source, by about 0.20 V. What is the rise measured from gate to body?

(b) Find the rise for small and for large $V_{SB}$, and explain why it is not proportional to $V_{SB}$.

(c) How much does the answer depend on the definition of threshold and on the effects left out of the model?

Take relative permittivities 11.7 for silicon and 3.9 for the oxide, and an intrinsic density $n_i=10^{10}\ \mathrm{cm^{-3}}$. These are rough standard values.

## Solution

### Carriers and the threshold condition

Let $x$ be the depth below the oxide and $\psi(x)$ the electrostatic potential, zero in the neutral body and positive near the surface. Write $V_t=kT/q$ and $\phi_F=V_t\ln(N_A/n_i)$. The carriers are treated as classical and nondegenerate, and all acceptors are ionized.

Holes are in equilibrium with the body contact, so

$$p=N_A e^{-\psi/V_t}.$$

Surface electrons are in equilibrium with the source. The source potential is $V_{SB}$ above that of the body, so the Fermi level for electrons lies $qV_{SB}$ below that for holes. This reduces the electron density by the factor $e^{-V_{SB}/V_t}$:

$$n=\frac{n_i^2}{N_A}\,e^{(\psi-V_{SB})/V_t}.$$

At threshold $n=N_A$ at the surface, where $\psi=\psi_s$. Then $e^{(\psi_s-V_{SB})/V_t}=(N_A/n_i)^2$, and taking the logarithm gives

$$\psi_s=2\phi_F+V_{SB}.$$

The reverse bias draws electrons away to the source, and the surface potential must rise by $V_{SB}$ to bring them back.

### Charge in the silicon

Poisson's equation is

$$\frac{d^2\psi}{dx^2}=\frac{q}{\varepsilon_s}(N_A+n-p).$$

Multiply both sides by $2\,d\psi/dx$. The left side becomes the derivative of $(d\psi/dx)^2$. Integrate from the neutral body, where $\psi$ and its slope vanish, to the surface. With $F$ the magnitude of the surface field,

$$F^2=\frac{2q}{\varepsilon_s}\int_0^{\psi_s}(N_A+n-p)\,d\psi .$$

The three integrals are

$$\int_0^{\psi_s}N_A\,d\psi=N_A\psi_s,\qquad \int_0^{\psi_s}p\,d\psi=N_AV_t\left(1-e^{-\psi_s/V_t}\right),$$

$$\int_0^{\psi_s}n\,d\psi=N_AV_t\left[e^{(\psi_s-2\phi_F-V_{SB})/V_t}-e^{-(2\phi_F+V_{SB})/V_t}\right],$$

where the last line uses $n_i^2/N_A=N_Ae^{-2\phi_F/V_t}$. Near threshold the terms $e^{-\psi_s/V_t}$ and $e^{-(2\phi_F+V_{SB})/V_t}$ are at most of order $10^{-14}$ and are dropped. By Gauss's law the magnitude of the silicon charge per area is $Q=\varepsilon_sF$, so

$$Q^2=2q\varepsilon_sN_A\left[\psi_s-V_t+V_te^{(\psi_s-2\phi_F-V_{SB})/V_t}\right].$$

The term $-V_t$ comes from holes that spill into the edge of the depletion layer. The last term comes from electrons. At threshold the exponent is zero, the two terms cancel, and

$$Q=\sqrt{2q\varepsilon_sN_A(2\phi_F+V_{SB})}.$$

This is the result of the depletion approximation, which counts acceptors alone. Here it follows with both carriers included.

### Gate voltage

The gate-to-body voltage is the flat-band voltage $V_{FB}$, plus the potential drop in the silicon, plus the drop in the oxide. The last is $Q/C_{ox}$, with $C_{ox}=\varepsilon_{ox}/t_{ox}$. Any fixed oxide charge is contained in $V_{FB}$ and is taken not to change with body bias. Thus

$$V_{GB}=V_{FB}+\psi_s+\frac{Q}{C_{ox}}.$$

Since $V_{GB}=V_{GS}+V_{SB}$, the threshold referred to the source is

$$V_T=V_{FB}+(2\phi_F+V_{SB})-V_{SB}+\frac{Q}{C_{ox}}=V_{FB}+2\phi_F+\gamma\sqrt{2\phi_F+V_{SB}},$$

$$\gamma=\frac{\sqrt{2q\varepsilon_sN_A}}{C_{ox}}.$$

Subtracting the value at $V_{SB}=0$ removes $V_{FB}+2\phi_F$:

$$\boxed{\Delta V_T=\gamma\left(\sqrt{2\phi_F+V_{SB}}-\sqrt{2\phi_F}\right)}$$

### Numbers for part (a)

With $V_t=0.02585$ V,

$$2\phi_F=2(0.02585\ \mathrm V)\ln(10^7)=0.8334\ \mathrm V.$$

The oxide capacitance is $C_{ox}=3.9\,\varepsilon_0/(5\ \mathrm{nm})=0.6906\ \mathrm{\mu F/cm^2}$. With $\varepsilon_0=8.854\times10^{-14}$ F/cm,

$$\sqrt{2q\varepsilon_sN_A}=\sqrt{2(1.602\times10^{-19})(11.7)(8.854\times10^{-14})(10^{17})}=1.822\times10^{-7}\ \mathrm{C\,cm^{-2}\,V^{-1/2}},$$

so $\gamma=0.1822/0.6906=0.2638\ \mathrm{V^{1/2}}$. The rise is

$$\Delta V_T=0.2638\,(1.6833-0.9129)\ \mathrm V=0.203\ \mathrm V.$$

This is the required 0.20 V. Referred to the body, the threshold rises by the additional 2 V of source bias, or 2.20 V in all.

A numerical solution of Poisson's equation with holes, electrons and acceptors also gives 0.203 V. Halving the number of mesh cells changes this by less than 0.001 mV. Further values are in the numerical output.

### Where the added charge sits

If the charge is assigned to fully depleted acceptors, the depletion width is $W=Q/(qN_A)$. It grows from 104 nm to 191 nm, while $Q$ grows from 0.1663 to 0.3067 $\mathrm{\mu C/cm^2}$. The gate must balance the newly uncovered acceptors, and this costs the extra oxide voltage.

The numerical solution separates the contributions. The acceptor charge not balanced by holes accounts for a rise of 0.205 V. The electron sheet density at threshold meanwhile falls from $1.65\times10^{10}$ to $0.88\times10^{10}\ \mathrm{cm^{-2}}$, which returns about 2 mV.

### Part (b): small and large bias

For $V_{SB}\ll2\phi_F$, expand the square root to first order:

$$\Delta V_T\simeq\frac{\gamma}{2\sqrt{2\phi_F}}V_{SB}.$$

The coefficient is a capacitance ratio. At zero bias $W=\sqrt{2\varepsilon_s(2\phi_F)/(qN_A)}$, so the depletion capacitance is

$$C_{dep}=\frac{\varepsilon_s}{W}=\frac{\sqrt{2q\varepsilon_sN_A}}{2\sqrt{2\phi_F}},\qquad \frac{C_{dep}}{C_{ox}}=\frac{\gamma}{2\sqrt{2\phi_F}}=0.1445.$$

The body acts as a second gate, coupled to the surface through $C_{dep}$. If this slope held up to 2 V, the rise would be $0.1445\times2=0.289$ V. It does not hold, because $W$ grows and $C_{dep}$ falls: at 2 V the slope is 0.0784. For $V_{SB}\gg2\phi_F$ the leading behaviour is $\Delta V_T\simeq\gamma\sqrt{V_{SB}}$. This limit is approached slowly, because the constant $-\gamma\sqrt{2\phi_F}$ remains. At 10 V the leading term alone is still about a third too large. At 15 V it is more than a quarter too large, and avalanche in a planar source-body junction at this doping is expected at roughly 10 to 15 V. For this device the full formula is therefore needed at every practical bias beyond the linear range.

In the boxed formula, the rise at fixed doping is proportional to $t_{ox}$. At fixed oxide thickness it varies nearly as $\sqrt{N_A}$, with a weak correction from $\phi_F$. Ten percent more doping gives 0.213 V.

### Part (c): other definitions of threshold

Suppose threshold is instead the gate voltage that gives a fixed electron sheet density, equal to the density found above at zero bias. Close to the surface $\psi\simeq\psi_s-Fx$, so $n\simeq n_se^{-Fx/V_t}$, where $n_s$ is the surface density. The sheet density is then

$$N_{inv}\simeq n_s\int_0^\infty e^{-Fx/V_t}dx=\frac{n_sV_t}{F}.$$

The reverse bias raises the field and so thins the electron layer. To keep $N_{inv}$ fixed, $n_s$ must grow in proportion to $F$, which requires an extra surface potential

$$\delta\psi=V_t\ln\frac{F(2\ \mathrm V)}{F(0)}=(25.85\ \mathrm{mV})\ln\frac{0.3067}{0.1663}=15.8\ \mathrm{mV}.$$

The fields are in the ratio of the charges because $F=Q/\varepsilon_s$. Raising $\psi_s$ also uncovers acceptor charge $C_{dep}\,\delta\psi$, so the gate cost is $(1+0.0784)\times15.8=17.0$ mV. Restoring the electrons lost from the layer costs another 1.7 mV. The estimated rise is therefore 0.222 V, and the numerical solution gives 0.223 V.

A third definition extends a straight line from strong inversion to zero electron density. With the line drawn through $2\times10^{12}$ and $4\times10^{12}\ \mathrm{cm^{-2}}$, the numerical rise is 0.212 V. Within the classical model, these three definitions thus span about 20 mV.

### Quantum confinement

The classical model also neglects the confinement of the surface electrons in the narrow well at the oxide. Model the oxide as an impenetrable wall and the electron energy as $qFx$. For mass $m$ normal to the surface,

$$-\frac{\hbar^2}{2m}u''+qFx\,u=Eu.$$

Measure $x$ in units of $\ell=(\hbar^2/2mqF)^{1/3}$ and write $E=a\,qF\ell$. With $\xi=x/\ell$ the equation becomes $u''=(\xi-a)u$. Its decaying solution is the Airy function $\mathrm{Ai}(\xi-a)$, and the wall requires $\mathrm{Ai}(-a)=0$. The roots $a_j$ give

$$E_j=a_j\left(\frac{\hbar^2}{2m}\right)^{1/3}(qF)^{2/3}.$$

On a (100) surface, two conduction valleys have normal mass $m_l=0.916\,m_0$ and in-plane mass $m_t=0.190\,m_0$. The other four have normal mass $m_t$ and in-plane mass $\sqrt{m_lm_t}$. A valley with in-plane mass $m_\parallel$ has $m_\parallel/(\pi\hbar^2)$ states per area and energy, spin included. At equal surface potential the quantum and classical sheet densities are therefore in the ratio

$$r=\frac{F}{N_cV_t}\sum_{\text{valleys}}\frac{m_\parallel kT}{\pi\hbar^2}\sum_je^{-E_j/kT},$$

where $N_c$ is the effective density of states of the same six valleys. To recover the classical density, the surface potential must rise by $-V_t\ln r$. With $F$ held at its threshold values of 0.161 and 0.296 MV/cm, this shift is 29.3 mV without body bias and 49.9 mV with it. Converted to gate voltage with the slopes found above, the addition to the rise is

$$1.0784\times49.9-1.1445\times29.3=20.3\ \mathrm{mV}.$$

At constant sheet density the estimated rise then becomes 0.24 V. The impenetrable wall slightly overstates the confinement: if the wave functions enter a 3.1 eV oxide barrier (oxide mass $0.5\,m_0$), the addition falls by about 2 mV, and the rise still rounds to 0.24 V. The figure of 0.20 V belongs to the classical criterion stated in the problem.

### Smaller corrections

An n-type polysilicon gate doped to $N_{poly}=10^{20}\ \mathrm{cm^{-3}}$ also takes up a small voltage. Its bands bend by less than $kT/q$, so the electrons near the oxide are thinned but not removed, and the depletion approximation does not apply there. The drop $\phi_p$ follows instead from the same first integral as in the body,

$$Q^2=2q\varepsilon_s\int_0^{\phi_p}\left[N_{poly}-n(\phi)\right]d\phi,$$

where $n(\phi)$ is the electron density at a point whose potential lies $\phi$ below that of the gate interior. Evaluated numerically with Fermi–Dirac statistics and the band density of states of bulk silicon, it gives drops of 9.8 mV without body bias and 18.4 mV with it. The rise therefore increases by roughly 9 mV. This is only an estimate: the charge lies within about 0.6 nm of the oxide, less than the electron wavelength in the gate, so a local electron density is a rough description there. The depletion approximation, which the numerical output uses for this item, would give only 2 mV.

In a channel of length $L$, the source and drain balance part of the depletion charge. If each takes a triangle of base and height $W$, the fraction lost to the gate is $W/L$, and on this estimate the threshold falls by $QW/(LC_{ox})$. Because $QW=2\varepsilon_s(2\phi_F+V_{SB})$, the estimated change of the rise is $-2\varepsilon_sV_{SB}/(LC_{ox})=-6$ mV for $L=10\ \mathrm{\mu m}$. This overstates the effect. It spreads the lost charge over the whole channel, whereas the source and drain disturb the potential only near the channel ends. If the surface-density criterion is applied at mid-channel, the shift is negligible. The estimate loses its meaning when $L$ is comparable to $W$, and the one-dimensional formula fails there too.

At 398 K the intrinsic density is about $5\times10^{12}\ \mathrm{cm^{-3}}$. This lowers $\phi_F$ and increases the difference of square roots, giving 0.214 V.

The surface electron density at the stated threshold is 0.4 percent of $N_c$, so nondegenerate statistics are adequate there. The straight-line definition uses sheet densities at which the surface is degenerate, but Fermi–Dirac statistics change its rise by only about 0.5 mV. The oxide field at 2 V is 0.89 MV/cm, far below the rough 10 MV/cm at which good thin oxides break down. For a 3.1 eV barrier and a tunnelling mass of $0.4\,m_0$, the semiclassical probability of crossing the oxide is about $10^{-24}$. The peak field in the source-body junction, treated as one-sided and abrupt, is 0.30 MV/cm. Avalanche at this doping needs roughly twice that.

### Comparison with real transistors

An oxide of about 5 nm and a body doping of order $10^{17}\ \mathrm{cm^{-3}}$ are typical of the 0.25 µm CMOS generation. The 10 µm channel is that of a long test transistor, not of a minimum-length logic device.

Uniform doping is an idealization, since a well formed by implantation has a doping that varies with depth. Body bias responds to the doping that the moving depletion edge uncovers, here between 104 and 191 nm. Suppose the doping beyond 104 nm were doubled and that above it left unchanged. In the depletion approximation a layer $dx$ at depth $x$ contributes $qN(x)\,x\,dx/\varepsilon_s$ to $\psi_s$. The added 2 V therefore fixes the new edge $W'$ through

$$2\,(W'^2-103.8^2)=191.4^2-103.8^2\qquad(\text{widths in nm}),$$

which gives $W'=154$ nm. The uncovered charge is proportional to $2(154-103.8)=100$, against $191.4-103.8=87.6$ for uniform doping. The rise grows by the same factor, from 0.20 V to about 0.23 V. Doping nearer the surface matters too, because it shifts both edges. Doubling it only between 40 and 70 nm moves them to 86 and 183 nm, and the same approximation then gives a rise of 0.22 V. A single measured rise therefore does not fix the doping at depth. The threshold measured over a range of body bias does probe it, provided the oxide capacitance is known and the channel is long.

## Calculated quantities

```
temperature: 300 K; thermal voltage: 0.02585 V
acceptor density: 1.0e+17 cm^-3
intrinsic density: 1.0e+10 cm^-3
relative permittivity Si, SiO2: 11.7, 3.9
oxide thickness: 5.0 nm
source-body reverse bias: 2.0 V
Fermi potential: 0.4167 V; twice: 0.8334 V
oxide capacitance: 0.6906 uF/cm2
body coefficient gamma: 0.2638 V^0.5
square roots at 0 V and 2 V: 0.9129, 1.6833 V^0.5
depletion width at 0 V, 2 V: 103.8, 191.4 nm
threshold charge at 0 V, 2 V: 0.1663, 0.3067 uC/cm2
surface field at 0 V, 2 V: 0.161, 0.296 MV/cm
threshold rise to source, formula: 0.2032 V
threshold rise to source, Poisson: 0.2032 V
change on halving mesh: -0.0006 mV
threshold rise referred to body: 2.2032 V
rise from acceptors alone, Poisson: 0.2050 V
initial slope, formula and Poisson: 0.1445, 0.1446 V/V
slope at 2 V, formula: 0.0784 V/V
linear estimate at 2 V: 0.2890 V
electron sheet density at threshold, 0 V, 2 V: 1.650e+10, 8.794e+09 cm^-2
extra surface potential, equal density: 15.8 mV
gate voltage to refill electron layer: 1.7 mV
rise at equal density, formula: 0.2220 V
rise at equal density, Poisson: 0.2227 V
densities for extrapolation: 2e+12, 4e+12 cm^-2
rise by extrapolation, Poisson: 0.2116 V
masses, long and transverse: 0.916, 0.190 m0
lowest well level at 0 V, 2 V: 51.5, 77.5 meV
quantum surface shift at 0 V, 2 V: 29.3, 49.9 mV
quantum addition to rise: 20.3 mV
equal-density rise with quantum addition: 0.243 V
polysilicon doping: 1e+20 cm^-3
polysilicon depletion addition: 2.0 mV
channel length: 10 um
charge-sharing change of rise: -6.0 mV
extrapolated gap for n_i(T): 1.21 eV
intrinsic density at 398 K: 4.86e+12 cm^-3
threshold rise at 398 K: 0.2142 V
threshold rise with 10 percent more doping: 0.2128 V
surface electrons / band density of states: 0.0037
oxide field at threshold, 2 V: 0.888 MV/cm
oxide barrier, mass: 3.1 eV, 0.4 m0
log10 of oxide tunnelling probability: -23.9
silicon gap: 1.12 eV; junction built-in: 0.977 V
peak source junction field at 2 V: 0.303 MV/cm
```
